# The atomic charge gap of the Kanamori Hamiltonian: test program

```python
# Result under test: Kanamori atom with M orbitals, intra-orbital U, inter-orbital
# Up = U-2J, Hund coupling J >= 0 (with spin flip and pair hopping).
#   H = (U-3J)N(N-1)/2 + J[(N/2)(N/2+1) - S^2 + P^dag P],  P = sum_m d_{m dn} d_{m up}
#   E(N) = lowest energy with N electrons = (U-3J)N(N-1)/2 + (M+2)J max(0,N-M)
#   gap(N) = E(N+1)+E(N-1)-2E(N) = U+(M-1)J at N=M, U-3J otherwise (1<=N<=2M-1).
# H is built term by term from fermion matrices and diagonalized. Energies in eV.
import numpy as np
import scipy.sparse as sp
from math import comb
from functools import lru_cache
from scipy.constants import physical_constants as pc
from pyscf import gto

HARTREE = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10  # angstrom

@lru_cache(None)
def annihilators(M):
    a = sp.csr_matrix([[0., 1.], [0., 0.]])
    Z = sp.csr_matrix([[1., 0.], [0., -1.]])
    I = sp.identity(2, format='csr')
    out = []
    for j in range(2 * M):
        op = sp.identity(1, format='csr')
        for k in range(2 * M):
            op = sp.kron(op, Z if k < j else (a if k == j else I), format='csr')
        out.append(op)
    return out[0::2], out[1::2]  # up, down

def number(M):
    u, d = annihilators(M)
    return sum(c.T @ c for c in u + d)

def kanamori(M, U, Up, J):
    u, d = annihilators(M)
    nu = [c.T @ c for c in u]
    nd = [c.T @ c for c in d]
    H = sp.csr_matrix((4 ** M, 4 ** M))
    for m in range(M):
        H = H + U * nu[m] @ nd[m]
        for k in range(M):
            if k == m:
                continue
            H = H + Up * nu[m] @ nd[k]
            H = H - J * u[m].T @ d[m] @ d[k].T @ u[k]
            H = H + J * u[m].T @ d[m].T @ d[k] @ u[k]
            if m < k:
                H = H + (Up - J) * (nu[m] @ nu[k] + nd[m] @ nd[k])
    return H

def coulomb(eri):
    M = eri.shape[0]
    u, d = annihilators(M)
    E = [[u[p].T @ u[q] + d[p].T @ d[q] for q in range(M)] for p in range(M)]
    H = sp.csr_matrix((4 ** M, 4 ** M))
    one = np.einsum('pqqs->ps', eri)
    for p in range(M):
        for q in range(M):
            A = sum(eri[p, q, r, s] * E[r][s] for r in range(M) for s in range(M))
            H = H + 0.5 * E[p][q] @ A - 0.5 * one[p, q] * E[p][q]
    return H

def sectors(M):
    n = np.rint(number(M).diagonal()).astype(int)
    return [np.where(n == N)[0] for N in range(2 * M + 1)]

def block(A, rows, cols):
    return A.tocsr()[rows][:, cols].toarray()

def spectra(H, M):
    return [np.linalg.eigh(block(H, i, i)) for i in sectors(M)]

def lowest(spec):
    return np.array([w[0] for w, v in spec])

def gaps(E):
    return E[2:] + E[:-2] - 2 * E[1:-1]

def window(E, N):  # width in mu where N minimizes E - mu N against all other N
    lo = max((E[N] - E[k]) / (N - k) for k in range(N))
    hi = min((E[k] - E[N]) / (k - N) for k in range(N + 1, len(E)))
    return hi - lo

def pole_gap(spec, M, N):  # lowest addition pole minus highest removal pole
    sec = sectors(M)
    u, d = annihilators(M)
    w, v = spec[N]
    g = v[:, w < w[0] + 1e-9]
    edge = 0.0
    for K, create in ((N + 1, True), (N - 1, False)):
        wk, vk = spec[K]
        weight = sum(((vk.T @ block(c.T if create else c, sec[K], sec[N]) @ g) ** 2).sum(1)
                     for c in u + d)
        edge += wk[weight > 1e-10].min() - w[0]
    return edge

def gap_formula(M, U, Up, J):
    return np.array([U + (M - 1) * J if N == M else Up - J for N in range(1, 2 * M)])

def row(x, f='%.3f'):
    return ' '.join(f % (t + 0.0) for t in x)

rng = np.random.default_rng(1)
for M in range(1, 6):
    u, d = annihilators(M)
    Id = sp.identity(4 ** M, format='csr')
    cs = u + d
    for i, a in enumerate(cs):
        for j, b in enumerate(cs):
            assert abs(a @ b.T + b.T @ a - (i == j) * Id).max() < 1e-14
            assert abs(a @ b + b @ a).max() < 1e-14
    Nop = number(M)
    Sp = sum(u[m].T @ d[m] for m in range(M))
    Sz = 0.5 * sum(u[m].T @ u[m] - d[m].T @ d[m] for m in range(M))
    S2 = 0.5 * (Sp @ Sp.T + Sp.T @ Sp) + Sz @ Sz
    P = sum(d[m] @ u[m] for m in range(M))
    assert abs(P @ P.T - P.T @ P - (M * Id - Nop)).max() < 1e-12
    assert abs(P @ S2 - S2 @ P).max() < 1e-12
    for N, i in enumerate(sectors(M)):
        s = min(N, 2 * M - N) / 2
        assert abs(np.linalg.eigvalsh(block(S2, i, i))[-1] - s * (s + 1)) < 1e-9
        assert abs(np.linalg.eigvalsh(block(P.T @ P, i, i))[0] - max(0, N - M)) < 1e-9
    for trial in range(2):
        J = rng.uniform(0.2, 1.0)
        U = 3 * J + rng.uniform(0.3, 3.0)
        H = kanamori(M, U, U - 2 * J, J)
        compact = (U - 3 * J) / 2 * Nop @ (Nop - Id) \
            + J * (Nop @ (Nop + 2 * Id) / 4 - S2 + P.T @ P)
        assert abs(H - compact).max() < 1e-11
        spec = spectra(H, M)
        E = lowest(spec)
        F = gap_formula(M, U, U - 2 * J, J)
        assert np.allclose(gaps(E), F, atol=1e-9)
        hund = np.zeros(4 ** M)
        hund[0] = 1.0
        for N in range(2 * M + 1):
            if N > 0:
                hund = cs[N - 1].T @ hund  # all up spins first, then down spins
            assert abs(E[N] - ((U - 3 * J) * N * (N - 1) / 2 + (M + 2) * J * max(0, N - M))) < 1e-9
            assert np.abs(H @ hund - E[N] * hund).max() < 1e-9
            assert np.abs((P if N <= M else P.T) @ hund).max() < 1e-14
            n = min(N, 2 * M - N)
            assert np.sum(spec[N][0] < E[N] + 1e-8) == (n + 1) * comb(M, n)
            if 0 < N < 2 * M:
                assert abs(window(E, N) - F[N - 1]) < 1e-9
                assert abs(pole_gap(spec, M, N) - F[N - 1]) < 1e-9
        Up = U - 2 * J - rng.uniform(0.1, 0.5)
        assert np.allclose(gaps(lowest(spectra(kanamori(M, U, Up, J), M))),
                           gap_formula(M, U, Up, J), atol=1e-9)
    if M > 1:  # U < 3J: second differences keep their form, windows do not
        U, J = 2.0, 0.8
        E = lowest(spectra(kanamori(M, U, U - 2 * J, J), M))
        assert np.allclose(gaps(E), gap_formula(M, U, U - 2 * J, J), atol=1e-9)
        assert abs(window(E, M) - (M * U - 2 * (M - 1) * J)) < 1e-9
        assert all(window(E, N) < 0 for N in range(1, 2 * M) if N != M)

M, U, J = 3, 4.0, 0.6
spec = spectra(kanamori(M, U, U - 2 * J, J), M)
E = lowest(spec)
G = gaps(E)
print('Example: M = %d, U = %.2f eV, J = %.2f eV' % (M, U, J))
print("U' = U-2J = %.2f eV, U-3J = %.2f eV, (M+2)J = %.2f eV" % (U - 2 * J, U - 3 * J, (M + 2) * J))
print('E(N), N=0..6 [eV]:', row(E))
print('degeneracy, N=0..6:', row([np.sum(w < w[0] + 1e-8) for w, v in spec], '%d'))
print('E(N+1)-E(N), N=0..5 [eV]:', row(np.diff(E)))
print('gap(N), N=1..5 [eV]:', row(G))
print('pole gap, N=1..5 [eV]:', row([pole_gap(spec, M, N) for N in range(1, 6)]))
print('gap(3) = %.3f eV = %.4f hartree' % (G[2], G[2] / HARTREE))
print('gap(2) = %.3f eV = %.4f hartree' % (G[1], G[1] / HARTREE))
for N in (2, 3):
    lev, cnt = np.unique(np.round(spec[N][0], 8), return_counts=True)
    print('levels N=%d [eV]:' % N, row(lev), '| degeneracy', row(cnt, '%d'))
for m in range(1, 6):
    g = gaps(lowest(spectra(kanamori(m, U, U - 2 * J, J), m)))
    print('same U, J, M=%d gaps [eV]:' % m, row(g, '%.2f'))

Up = 2.5
g = gaps(lowest(spectra(kanamori(M, U, Up, J), M)))
assert np.allclose(g, gap_formula(M, U, Up, J), atol=1e-9)
print("U' = %.2f eV: gaps N=1..5 [eV]:" % Up, row(g))

Jn = -0.6
g = gaps(lowest(spectra(kanamori(M, U, U - 2 * Jn, Jn), M)))
assert abs(g[1] - (U - 3 * Jn)) > 1.0
print('J = %.2f eV: gaps N=1..5 [eV]:' % Jn, row(g))
print('J = %.2f eV: U-3J = %.2f eV' % (Jn, U - 3 * Jn))

Us, Js = 2.0, 0.8
Es = lowest(spectra(kanamori(M, Us, Us - 2 * Js, Js), M))
print('U = %.2f eV, J = %.2f eV: E(N) [eV]:' % (Us, Js), row(Es))
print('  second differences N=1..5 [eV]:', row(gaps(Es)))
print('  mu window widths N=1..5 [eV]:', row([window(Es, N) for N in range(1, 6)]))

alpha = 2.0  # Gaussian exponent, 1/angstrom^2
def shell_integrals(l):
    mol = gto.M(atom='C 0 0 0', basis={'C': [[l, [alpha * BOHR ** 2, 1.0]]]}, verbose=0)
    assert np.allclose(mol.intor('int1e_ovlp'), np.eye(2 * l + 1), atol=1e-10)
    return mol.intor('int2e') * HARTREE

print('Gaussian shells r^l exp(-a r^2), a = %.2f 1/angstrom^2' % alpha)
eri_d = shell_integrals(2)
t2g = [0, 1, 3]  # xy, yz, xz
for name, eri in (('p', shell_integrals(1)), ('t2g', eri_d[np.ix_(t2g, t2g, t2g, t2g)])):
    u0, u1, j0 = eri[0, 0, 0, 0], eri[0, 0, 1, 1], eri[0, 1, 0, 1]
    assert j0 > 0.1 and abs(u1 - (u0 - 2 * j0)) < 1e-9
    Hc = coulomb(eri)
    assert abs(Hc - kanamori(3, u0, u1, j0)).max() < 1e-9
    g = gaps(lowest(spectra(Hc, 3)))
    assert np.allclose(g, gap_formula(3, u0, u0 - 2 * j0, j0), atol=1e-8)
    print("%s: U = %.4f, U' = %.4f, J = %.4f, U-2J = %.4f eV" % (name, u0, u1, j0, u0 - 2 * j0))
    print('%s: gaps N=1..5 [eV]:' % name, row(g))
exch = [eri_d[p, q, p, q] for p in range(5) for q in range(p)]
gd = gaps(lowest(spectra(coulomb(eri_d), 5)))
assert max(exch) - min(exch) > 0.1
assert np.ptp(gd[:4]) > 0.1
print('full d: pair exchange min %.4f, max %.4f eV' % (min(exch), max(exch)))
print('full d: gaps N=1..9 [eV]:', row(gd, '%.2f'))
print('PASS')
```

Running it gives:

```
Example: M = 3, U = 4.00 eV, J = 0.60 eV
U' = U-2J = 2.80 eV, U-3J = 2.20 eV, (M+2)J = 3.00 eV
E(N), N=0..6 [eV]: 0.000 0.000 2.200 6.600 16.200 28.000 42.000
degeneracy, N=0..6: 1 6 9 4 9 6 1
E(N+1)-E(N), N=0..5 [eV]: 0.000 2.200 4.400 9.600 11.800 14.000
gap(N), N=1..5 [eV]: 2.200 2.200 5.200 2.200 2.200
pole gap, N=1..5 [eV]: 2.200 2.200 5.200 2.200 2.200
gap(3) = 5.200 eV = 0.1911 hartree
gap(2) = 2.200 eV = 0.0808 hartree
levels N=2 [eV]: 2.200 3.400 5.200 | degeneracy 9 5 1
levels N=3 [eV]: 6.600 8.400 9.600 | degeneracy 4 10 6
same U, J, M=1 gaps [eV]: 4.00
same U, J, M=2 gaps [eV]: 2.20 4.60 2.20
same U, J, M=3 gaps [eV]: 2.20 2.20 5.20 2.20 2.20
same U, J, M=4 gaps [eV]: 2.20 2.20 2.20 5.80 2.20 2.20 2.20
same U, J, M=5 gaps [eV]: 2.20 2.20 2.20 2.20 6.40 2.20 2.20 2.20 2.20
U' = 2.50 eV: gaps N=1..5 [eV]: 1.900 1.900 5.200 1.900 1.900
J = -0.60 eV: gaps N=1..5 [eV]: 2.800 8.800 2.800 8.800 2.800
J = -0.60 eV: U-3J = 5.80 eV
U = 2.00 eV, J = 0.80 eV: E(N) [eV]: 0.000 0.000 -0.400 -1.200 1.600 4.000 6.000
  second differences N=1..5 [eV]: -0.400 -0.400 3.600 -0.400 -0.400
  mu window widths N=1..5 [eV]: -0.600 -0.600 2.800 -0.600 -0.600
Gaussian shells r^l exp(-a r^2), a = 2.00 1/angstrom^2
p: U = 18.7658, U' = 16.4679, J = 1.1489, U-2J = 16.4679 eV
p: gaps N=1..5 [eV]: 15.319 15.319 21.064 15.319 15.319
t2g: U = 15.6609, U' = 14.0470, J = 0.8070, U-2J = 14.0470 eV
t2g: gaps N=1..5 [eV]: 13.240 13.240 17.275 13.240 13.240
full d: pair exchange min 0.4787, max 0.9164 eV
full d: gaps N=1..9 [eV]: 12.91 13.90 13.90 12.91 18.67 12.91 13.90 13.90 12.91
PASS
```
